\section*{Do hopping amplitudes alone fix the quantum metric of an SSH chain?}

\section*{Question}

I am computing the quantum metric of the lower band of an SSH chain with hopping $v$ inside the cell and $w$ between cells. I use the off-diagonal element $h(k)=v+w\,e^{-ika}$, which contains no atomic coordinates. A colleague has the same hoppings but places the second atom at a definite point of the cell. Our bands agree and our metrics do not, even after integration over the Brillouin zone.

I would have said that the hoppings fix the Hamiltonian, the Hamiltonian fixes the eigenstates, and the eigenstates fix the metric, so that the coordinates are a choice of gauge. Is one of us wrong? If the position of the atom does matter, how does the integrated metric depend on it, and is there a position that makes it smallest?

\section*{Answer}

Your chain of reasoning breaks at its last link. The hoppings fix the eigenstates as lists of amplitudes on labelled sites. The metric also asks how far apart those sites are, and the hoppings do not contain that information. Your formula is the special case in which both atoms of a cell have the same coordinate along the chain.

\subsection*{Where the coordinate enters}

Let site $A_n$ sit at $x=na$ and site $B_n$ at $x=na+d$, with $0\le d\le a$. Take $v,w>0$, $v\neq w$, and one spinless electron per cell, so that the lower band is full. I assume that the position operator is diagonal in the site orbitals, with these coordinates as its entries. Throughout, $v$ and $w$ are held fixed while $d$ varies.

The metric is built from the cell-periodic states $u_k=e^{-ikx}\psi_k$. The factor $e^{-ikx}$ is removed by using Bloch sums that carry the true positions,
\begin{equation}
|k,A\rangle=\frac{1}{\sqrt N}\sum_n e^{ikna}|A_n\rangle,\qquad
|k,B\rangle=\frac{1}{\sqrt N}\sum_n e^{ik(na+d)}|B_n\rangle .
\end{equation}
Site $A_n$ is coupled to $B_n$, at distance $d$, and to $B_{n-1}$, at distance $d-a$. Hence
\begin{equation}
H_{AB}(k)=v\,e^{ikd}+w\,e^{ik(d-a)}=e^{ikd}h(k),\qquad h=v+w\,e^{-ika}=|h|e^{i\varphi}.
\end{equation}
The energies are $\pm|h|$, without $d$. The lower state is
\begin{equation}
u_k=\frac{1}{\sqrt2}\begin{pmatrix}-e^{i\theta}\\ 1\end{pmatrix},\qquad \theta(k)=\varphi(k)+kd ,
\end{equation}
as the first row of the eigenvalue equation confirms: $|h|e^{i\theta}=E\,(-e^{i\theta})$ gives $E=-|h|$.

Only the first component depends on $k$, so $\langle u'|u'\rangle=\theta'^2/2$ and $\langle u|u'\rangle=i\theta'/2$, where a prime means $d/dk$. The metric is
\begin{equation}
g(k)=\langle u'|u'\rangle-|\langle u|u'\rangle|^2
=\frac{\theta'^2}{2}-\frac{\theta'^2}{4}=\frac14\,(\varphi'+d)^2 .
\label{g}
\end{equation}

This shows why $d$ is not a gauge choice. A gauge change multiplies the whole of $u_k$ by one phase and leaves $g$ alone. Sliding the $B$ atoms changes the phase of one component relative to the other at a rate $d$ in $k$, and $g$ measures that rate.

\subsection*{The zone average}

The slope of $\varphi$ is the imaginary part of $h'/h=h'h^*/|h|^2$. With $h'=-iaw\,e^{-ika}$,
\begin{equation}
h'h^*=-iaw\,(v\,e^{-ika}+w)\quad\Rightarrow\quad
\varphi'=-\frac{a\,(w^2+vw\cos ka)}{v^2+w^2+2vw\cos ka}.
\label{slope}
\end{equation}
Write $\langle f\rangle=(a/2\pi)\int f\,dk$ for the average over the zone. For $v>w$ put $r=w/v$ and expand the logarithm:
\begin{equation}
\ln h=\ln v-\sum_{m\ge1}\frac{(-r)^m}{m}e^{-imka},\qquad
\varphi=\sum_{m\ge1}\frac{(-r)^m}{m}\sin mka,\qquad
\varphi'=a\sum_{m\ge1}(-r)^m\cos mka .
\end{equation}
Each cosine averages to zero, and its square averages to $1/2$. Therefore
\begin{equation}
\langle\varphi'\rangle=0,\qquad
\langle\varphi'^2\rangle=\frac{a^2}{2}\sum_{m\ge1}r^{2m}=\frac{a^2r^2}{2(1-r^2)}=\frac{a^2w^2}{2(v^2-w^2)} .
\end{equation}
For $w>v$ write $h=w\,e^{-ika}(1+r\,e^{ika})$ with $r=v/w$. The prefactor adds $-a$ to the slope. The remaining series has the same form with opposite sign, hence the same mean square with $v$ and $w$ exchanged.

Let $t$ and $s$ be the larger and smaller hopping, and let $W=0$ for $v>w$ and $W=1$ for $w>v$. Then $\langle\varphi'\rangle=-Wa$, and the variance of $\varphi'$ is $a^2s^2/[2(t^2-s^2)]$ in both cases. Averaging (\ref{g}) and completing the square gives
\begin{equation}
M(d)\equiv\langle g\rangle=\frac14\left[(d-Wa)^2+\frac{a^2s^2}{2(t^2-s^2)}\right],
\qquad \int g\,dk=\frac{2\pi}{a}M(d).
\label{M}
\end{equation}

So there is a smallest value, but it lies at an end of the range: $d=0$ if $v$ is the stronger bond, $d=a$ if $w$ is. In both cases the two strongly bonded atoms then have the same $x$. On a strictly straight chain they would coincide. If the $B$ atoms are displaced sideways, the point can be reached without overlap, because $k$ multiplies only $x$ and the sideways coordinate does not enter.

Two limits help in reading (\ref{M}). For $w\to0$ the chain falls apart into dimers and $M=d^2/4$. This is the variance of an electron shared equally between two points a distance $d$ apart. For $w\to v$ the gap $2|v-w|$ closes and the second term diverges at any $d$, so the formula applies to the insulating chain.

\subsection*{Numbers}

Take round model parameters, not those of a particular material: $a=4$ bohr, $v=0.10$ hartree, $w=0.06$ hartree. The lower band runs from $-0.16$ to $-0.04$ hartree and the gap is $0.08$ hartree for every $d$. The variance term is
\begin{equation}
\frac{16\times0.0036}{2\,(0.0100-0.0036)}=4.5\ \text{bohr}^2,
\qquad M(d)=\frac{d^2+4.5}{4}\ \text{bohr}^2\quad(d\text{ in bohr}).
\end{equation}

\begin{center}
\begin{tabular}{ccccc}
$d$ & $M$ & $\int g\,dk$ & $g(0)$ & $g(\pi/a)$\\
(bohr) & (bohr$^2$) & (bohr) & (bohr$^2$) & (bohr$^2$)\\
0 & 1.125 & 1.767 & 0.5625 & 9.00\\
1 & 1.375 & 2.160 & 0.0625 & 12.25\\
2 & 2.125 & 3.338 & 0.0625 & 16.00\\
3 & 3.375 & 5.301 & 0.5625 & 20.25\\
4 & 5.125 & 8.050 & 1.5625 & 25.00
\end{tabular}
\end{center}

Moving $B$ from $d=0$ to the middle of the cell raises the integrated metric by a factor of 1.89. The values of $M$ come from numerical differentiation of the eigenprojectors and agree with (\ref{M}); the numerical output gives further detail.

The last two columns show that the metric at one $k$ need not follow the average. From (\ref{slope}), $\varphi'(0)=-aw/(v+w)=-1.5$ bohr, so $g(0)=\frac14(d-1.5)^2$ vanishes inside the cell, at $d=1.5$ bohr. At the zone boundary $\varphi'(\pi/a)=aw/(v-w)=6$ bohr, so $g(\pi/a)=\frac14(d+6)^2$ grows over the whole range.

\subsection*{The same result in real space}

The roles of hoppings and coordinates separate cleanly in the density matrix. Let $P(k)=|u_k\rangle\langle u_k|$. Since $\langle u|u'\rangle$ is imaginary, $\mathrm{Tr}\,(P')^2=2\langle u'|u'\rangle-2|\langle u|u'\rangle|^2=2g$. The elements of $P(k)$ are Fourier sums of the real-space elements $P_{ij}$ with phases $e^{-ik(x_i-x_j)}$. Differentiation brings down the distance, and Parseval's theorem gives
\begin{equation}
M=\frac12\sum_{i\in\text{cell}}\sum_j|P_{ij}|^2(x_i-x_j)^2 .
\label{real}
\end{equation}
The hoppings determine $P_{ij}$ and the coordinates determine the distances.

In the SSH chain $P_{AA}(k)=P_{BB}(k)=\frac12$ is constant, so different sites of one sublattice have $P_{ij}=0$. The $A$ and $B$ rows contribute equally. With $q_n=4|P_{A_0B_n}|^2$,
\begin{equation}
M=\frac14\sum_n q_n\,(d+na)^2,\qquad \sum_nq_n=1,\qquad \sum_n n\,q_n=-W .
\end{equation}
The two sums hold because $P_{AB}(k)=-\frac12e^{i\theta}$ makes $q_n$ the squared Fourier coefficients of $e^{i\varphi}$: the first is $\langle|e^{i\varphi}|^2\rangle$ and the second is $\langle\varphi'\rangle/a$. Thus $4M$ is the mean square of a distance distributed with weights $q_n$. Sliding $B$ shifts all these distances together, and the mean square is least when their mean is zero.

In the example $q_{-2},\dots,q_2$ are $0.0025$, $0.0997$, $0.8150$, $0.0655$ and $0.0127$. At $d=2$ bohr the distances are $-6,-2,2,6,10$ bohr, and these five terms give
\begin{equation}
\tfrac14\,(0.09+0.40+3.26+2.36+1.27)\approx1.84\ \text{bohr}^2
\end{equation}
out of $2.125$ bohr$^2$. The rest comes from more distant pairs: they have small weights but large squared distances.

\subsection*{Why the coordinate is physical}

The quantity $M$ describes how electrons are spread in space. For a filled band with projector $P$, the variance of the total position $X$ is
\begin{equation}
\mathrm{Var}\,X=\sum_iP_{ii}x_i^2-\sum_{ij}|P_{ij}|^2x_ix_j
=\frac12\sum_{ij}|P_{ij}|^2(x_i-x_j)^2 ,
\end{equation}
where $P_{ii}=\sum_j|P_{ij}|^2$ was used. By (\ref{real}) this is $M$ per cell in a long chain whose ends cut weak bonds. Cutting strong bonds instead leaves a state at each end, and an electron shared between the two ends adds a variance that grows as the square of the chain length. Now choose as Wannier functions the eigenfunctions of $PxP$. The position operator then has no matrix elements between different occupied functions, so the whole variance is the sum of their individual spreads. If the ends cut weak bonds, each spread away from the ends equals $M$. If they cut strong bonds, the state shared between the two ends has its mean position in the middle of the chain, and the functions found there can be far wider. Open chains with $v>w$ gave $1.125$ bohr$^2$ at $d=0$ and $2.125$ bohr$^2$ at $d=2$ bohr, both for the added fluctuation per cell and for the spread of a Wannier function in the middle.

The metric also enters optical transitions. With two bands, $g=|\langle c|u'\rangle|^2$, where $c$ is the upper state. First-order perturbation theory in $k$ turns this into
\begin{equation}
g(k)=\frac{|\langle c|\partial_kH|u\rangle|^2}{(E_c-E_v)^2},
\end{equation}
with $E_c$ and $E_v$ the upper and lower band energies. This is the squared interband dipole. At $k=0$ one has $\partial_kH_{AB}=i[vd-w(a-d)]$: the two bonds contribute with opposite signs and cancel at $d=aw/(v+w)$, which is the zero found above. Two chains with identical bands can therefore absorb light differently.

\subsection*{A test of the hopping-only recipe}

Take one chain, with $d=1$ bohr, and describe it in two ways. In the second description $B_n$ and $A_{n+1}$ form the cell, so that $(v,w,d)$ becomes $(w,v,a-d)$. Nothing physical has changed, and (\ref{M}) gives $1.375$ bohr$^2$ both times.

Now drop the coordinates and use $h$ alone, which means $d=0$ in each description. The results are $1.125$ and $5.125$ bohr$^2$. They differ by $a^2/4=4$ bohr$^2$, and neither is right for this chain. Without coordinates, the answer depends on which bond is called intracell.

\subsection*{When the minimum moves inside the cell}

The end-point result relies on equal weights on the two sublattices. Add site energies $+m$ on $A$ and $-m$ on $B$. With $E=\sqrt{|h|^2+m^2}$ the lower state has weights $p_A=\frac12(1-m/E)$ and $p_B=\frac12(1+m/E)$. Writing $u=(-\sqrt{p_A}\,e^{i\theta},\sqrt{p_B})$, the phase contributes $p_A\theta'^2-p_A^2\theta'^2=p_Ap_B\theta'^2$ to $g$. The change of the amplitudes with $k$ adds a term without $d$. Since $p_Ap_B=|h|^2/(4E^2)$, the minimum is at
\begin{equation}
d_0=-\frac{\langle\varphi'|h|^2/E^2\rangle}{\langle|h|^2/E^2\rangle}.
\end{equation}
Let $S=m^2+v^2+w^2$ and $R=\sqrt{S^2-4v^2w^2}$, so that $E^2=S+2vw\cos ka$. The standard integral gives $\langle1/E^2\rangle=1/R$, and therefore $\langle2vw\cos ka/E^2\rangle=1-S/R$. With $-\varphi'|h|^2=a(w^2+vw\cos ka)$ and $|h|^2=E^2-m^2$,
\begin{equation}
d_0=a\,\frac{w^2/R+\frac12(1-S/R)}{1-m^2/R}
=a\,\frac{w^2+\frac12(R-S)}{R-m^2}.
\end{equation}
For $m=0$ and $v>w$, $R=v^2-w^2$ and $d_0=0$, as before. For $m=0.05$ hartree, $S=0.0161$ and $R=0.01073$ hartree$^2$, which gives $d_0=0.445$ bohr. A direct numerical minimization finds the same point, with $M=0.804$ bohr$^2$ there against $0.842$ bohr$^2$ at $d=0$. The reason is that $|h|^2/E^2$ is largest near $k=0$, where $\varphi'$ is negative, so the weighted mean of $\varphi'$ is no longer zero.

\subsection*{What fixed hoppings leave out}

In a real solid, moving an atom also changes its hoppings, and $M$ is sensitive to that. For $v>w$ and fixed $d$, equation (\ref{M}) gives $\partial M/\partial r=a^2r/[4(1-r^2)^2]$, which is $5.9$ bohr$^2$ at $r=0.6$. A rise of $r$ by one per cent of its value, $0.006$, thus adds about $0.035$ bohr$^2$. At $d=2$ bohr, where $\partial M/\partial d=d/2=1$ bohr, a slide of only $0.035$ bohr does the same. The curve $M(d)$ therefore compares different model chains with equal hoppings; it does not predict what happens when an atom is pushed. The model also omits the finite size of the orbitals and any matrix elements of $x$ between different orbitals.

For your own calculation, attach the true coordinates to the Bloch sums before differentiating. Your colleague's metric is the one for the chain with $B$ at the stated position; yours is the one for $d=0$.

\section*{Table of computed values}
\begin{verbatim}
cell length a = 4.00 bohr
hoppings v = 0.100, w = 0.060 hartree
band gap = 0.0800 hartree
lower band: bottom -0.1600, top -0.0400 hartree
largest band change on sliding B = 8.3e-17 hartree
phase slope at k=0: -1.5000 bohr
phase slope at k=pi/a: 6.0000 bohr
phase slope: zone mean 0.0000 bohr, variance 4.5000 bohr^2
Sliding B, v > w: M = zone average, I = integral over k
d = 0.0 bohr: M = 1.1250 bohr^2, I = 1.7671 bohr, g(0) = 0.5625, g(pi/a) = 9.0000 bohr^2
d = 1.0 bohr: M = 1.3750 bohr^2, I = 2.1598 bohr, g(0) = 0.0625, g(pi/a) = 12.2500 bohr^2
d = 2.0 bohr: M = 2.1250 bohr^2, I = 3.3379 bohr, g(0) = 0.0625, g(pi/a) = 16.0000 bohr^2
d = 3.0 bohr: M = 3.3750 bohr^2, I = 5.3014 bohr, g(0) = 0.5625, g(pi/a) = 20.2500 bohr^2
d = 4.0 bohr: M = 5.1250 bohr^2, I = 8.0503 bohr, g(0) = 1.5625, g(pi/a) = 25.0000 bohr^2
M(d=2)/M(d=0) = 1.8889
Same M from the real-space ring:
d = 0.0 bohr: ring M = 1.1250 bohr^2
d = 1.0 bohr: ring M = 1.3750 bohr^2
d = 2.0 bohr: ring M = 2.1250 bohr^2
d = 3.0 bohr: ring M = 3.3750 bohr^2
d = 4.0 bohr: ring M = 5.1250 bohr^2
Weights q_n of the distances d + n a (no unit):
n = -2: q_n = 0.00249
n = -1: q_n = 0.09971
n =  0: q_n = 0.81501
n =  1: q_n = 0.06546
n =  2: q_n = 0.01273
sum q_n = 1.00000, sum n q_n = 0.00000
d = 0.0 bohr: position fluctuation per cell = 1.1250 bohr^2
d = 0.0 bohr: Wannier spread = 1.1250 bohr^2, centre = 0.0000 bohr
d = 2.0 bohr: position fluctuation per cell = 2.1250 bohr^2
d = 2.0 bohr: Wannier spread = 2.1250 bohr^2, centre = 1.0000 bohr
minimum for v > w: d = 0.0000 bohr, M = 1.1250 bohr^2
minimum, hoppings swapped: d = 4.0000 bohr, M = 1.1250 bohr^2
One chain (d = 1 bohr), two choices of cell:
true positions: M = 1.3750 and 1.3750 bohr^2
both sites at cell origin: M = 1.1250 and 5.1250 bohr^2
difference = 4.0000 bohr^2
g(k=0) vanishes at d = 1.5000 bohr, where M = 1.6875 bohr^2
site energies +-0.050 hartree: minimum at d = 0.4454 bohr (formula 0.4454)
  M there = 0.8036 bohr^2, M at d=0: 0.8416 bohr^2
\end{verbatim}
